# Atomic forces from plane-wave pseudopotential energies with a nonlinear core correction, part 2

We seek the exact force $\mathbf F_I=-dE/d\mathbf R_I$ on each ion for the Kohn-Sham energy per cell with norm-conserving pseudopotentials,

$$E=T[c]+E_H[n]+E_{\rm loc}[n;\mathbf R]+E_{\rm NL}[c;\mathbf R]+E_{xc}[n+n_c(\mathbf R)]+E_{\rm Ew}(\mathbf R).$$

Hartree atomic units are used. The neutral, spin-unpolarized cell is fixed, with lattice vectors $\mathbf a_i$, volume $\Omega$, translations $\mathbf T$ and reciprocal vectors $\mathbf G$. Fields have components $f(\mathbf G)=\Omega^{-1}\int_\Omega f\,e^{-i\mathbf G\cdot\mathbf r}d^3r$. Orbitals $\psi_{n\mathbf k}$ have orthonormal coefficients $c_{n\mathbf k}(\mathbf G)$ on plane waves $\mathbf q=\mathbf k+\mathbf G$, $\tfrac12q^2\le E_{\rm cut}$; weights $w_{\mathbf k}$ sum to one and $f=2$. The kinetic energy $T$ depends only on $|c|^2$, and $E_H$ only on $|n(\mathbf G)|^2$. The valence density $n(\mathbf G)$ vanishes outside the density sphere, of radius $2\sqrt{2E_{\rm cut}}$.

Shift rule: a spherical function centred at $\mathbf R$ and repeated periodically has components $\Omega^{-1}v(G)e^{-i\mathbf G\cdot\mathbf R}$, with $v(G)$ its radial transform. Pairing $\pm\mathbf G$ turns $\sum i\mathbf Gv\,z^*_{\mathbf G}$ into $\sum\mathbf Gv\,{\rm Im}\,z_{\mathbf G}$.

Stationarity: at self-consistency $H_{\mathbf k}c_{n\mathbf k}=\varepsilon_{n\mathbf k}c_{n\mathbf k}$, with $H_{\mathbf k}$ the Kohn-Sham matrix, and orthonormal orbital changes cost no energy at first order. Forces are therefore explicit derivatives at frozen orbitals. A one-variable model is $E(x;R)=\tfrac12ax^2+\tfrac12b(x-R)^2$, $a,b>0$, with minimum $x^*$.

The local potential $V_I$ tends to $-Z_I/r$; $N_e=\sum_IZ_I$ and $\alpha_I=\int(V_I+Z_I/r)\,d^3r$. The divergent $\mathbf G=0$ Hartree, local and ion-ion terms cancel, leaving

$$E_{\rm loc}=\sum_{\mathbf G\ne0}\sum_Iv_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I}n^*(\mathbf G)+\frac{N_e}{\Omega}\sum_I\alpha_I .$$

$$\mathbf F_I^{\rm loc}=\sum_{\mathbf G\ne0}\mathbf G\,v_I(G)\,{\rm Im}\!\left[e^{i\mathbf G\cdot\mathbf R_I}n(\mathbf G)\right].$$

Kleinman-Bylander projectors $\beta_{lm}=p_l(r)Y_{lm}(\hat{\mathbf r})$, with $\int r^2p_l^2dr=1$ and strengths $E_l^I$, give

$$E_{\rm NL}=\sum_{\mathbf kn}w_{\mathbf k}f\sum_{Ilm}E_l^I\,|b|^2 .$$

$$b=\sum_{\mathbf G}P^*(\mathbf q)\,c(\mathbf G),\qquad P(\mathbf q)=\Omega^{-1/2}\,\tilde\beta_{lm}(\mathbf q)\,e^{-i\mathbf q\cdot\mathbf R_I}$$

$$\tilde\beta_{lm}(\mathbf q)=4\pi(-i)^l\,Y_{lm}(\hat{\mathbf q})\,F_l(q),\qquad F_l(q)=\int_0^\infty r^2j_l(qr)\,p_l(r)\,dr .$$

$$\frac{\partial b}{\partial\mathbf R_I}=\sum_{\mathbf G}i\mathbf q\,P^*(\mathbf q)\,c(\mathbf G),$$

$$\mathbf F_I^{\rm NL}=-2\sum_{\mathbf kn}w_{\mathbf k}f\sum_{lm}E_l^I\,{\rm Re}\!\left[b^*\,\frac{\partial b}{\partial\mathbf R_I}\right].$$

## The core correction

The exchange-correlation energy is not additive in the densities, so $E_{xc}[n+n_{\rm core}]$ cannot be split into a valence part and a part absorbed in the pseudopotential where the two densities overlap. The nonlinear core correction keeps a smooth, rigid model core $n_c^I(r)$ on each atom inside $E_{xc}$, and only there: the electrostatics of the core is already in $Z_I$ and $V_I$. By the shift rule,

$$n_c(\mathbf G)=\frac1\Omega\sum_I\rho_I(G)\,e^{-i\mathbf G\cdot\mathbf R_I},\qquad\rho_I(G)=4\pi\int r^2j_0(Gr)\,n_c^I(r)\,dr,$$

kept inside the density sphere. Write $n_t=n+n_c$.

In a plane-wave calculation $E_{xc}$ is a sum over $N$ grid points $\mathbf r_j$. In the LDA, with $e_{xc}$ the energy per volume, $E_{xc}=(\Omega/N)\sum_je_{xc}(n_t(\mathbf r_j))$. The grid must represent every $\mathbf G$ of the density sphere without ambiguity. The integer component of $\mathbf G$ along the $i$-th reciprocal vector is $m_i=\mathbf G\cdot\mathbf a_i/2\pi$, so $|m_i|\le2\sqrt{2E_{\rm cut}}\,|\mathbf a_i|/2\pi$ and $N_i=2m_i^{\max}+1$ points suffice. For a change $\delta n_t(\mathbf r_j)=\sum_{\mathbf G}\delta n_t(\mathbf G)e^{i\mathbf G\cdot\mathbf r_j}$,

$$\delta E_{xc}=\frac\Omega N\sum_jv_{xc}(\mathbf r_j)\,\delta n_t(\mathbf r_j)=\Omega\sum_{\mathbf G}v^*_{xc}(\mathbf G)\,\delta n_t(\mathbf G),$$

with $v_{xc}(\mathbf r_j)=e_{xc}'(n_t(\mathbf r_j))$ and $v_{xc}(\mathbf G)=N^{-1}\sum_jv_{xc}(\mathbf r_j)e^{-i\mathbf G\cdot\mathbf r_j}$. This is an identity for the grid energy, with $v_{xc}(\mathbf G)$ the discrete transform. The same components enter $H_{\mathbf k}$, so the stationarity argument holds for the discretized energy. At frozen orbitals $\partial n_t(\mathbf G)/\partial\mathbf R_I=-i\mathbf G\,\rho_I(G)e^{-i\mathbf G\cdot\mathbf R_I}/\Omega$, which gives $\mathbf F=\sum_{\mathbf G}i\mathbf G\rho_Ie^{-i\mathbf G\cdot\mathbf R_I}v^*_{xc}(\mathbf G)$. This is the local-force sum with $v_I\to\rho_I$ and $n\to v_{xc}$, and the pairing of $\pm\mathbf G$ gives

$$\mathbf F_I^{\rm core}=\sum_{\mathbf G}\mathbf G\,\rho_I(G)\,{\rm Im}\!\left[e^{i\mathbf G\cdot\mathbf R_I}v_{xc}(\mathbf G)\right],\qquad v_{xc}=v_{xc}[n+n_c].$$

The roles are exchanged: in the local term a potential moves through a density, here a density moves through a potential. In the continuum $\mathbf F^{\rm core}_I=\int v_{xc}\nabla n_c^I=-\int n_c^I\nabla v_{xc}$. With spin, a core shared equally between the channels gives $\delta E_{xc}=\int(v_\uparrow+v_\downarrow)\tfrac12\delta n_c$, so $v_{xc}$ is replaced by the average of the two potentials.

Limit: a uniform $v_{xc}$ has no components at $\mathbf G\neq0$ and gives no force. A core of small charge $Q$, narrow compared with the scale of $v_{xc}$ and too weak to alter it, has $\rho_I\approx Q$ and feels $-Q\nabla v_{xc}(\mathbf R_I)$. For LDA exchange, $v_x=-(3n_t/\pi)^{1/3}$ decreases with density, so the core is drawn toward higher density.

This term is not the expectation value of $-\partial\hat H/\partial\mathbf R_I$. The Hamiltonian does depend on the core position through $v_{xc}$, and at fixed $n$ in the LDA that expectation value is $\int n\,e_{xc}''(n_t)\nabla n_c^I$, whereas the force is $\int e'_{xc}(n_t)\nabla n_c^I$. For a power law $e\propto n_t^{\,p}$ one has $e''=(p-1)e'/n_t$, so the first integrand is $(p-1)(n/n_t)$ times the second. For a weak core, $n_c\ll n$, the two agree when $p=2$, while for exchange, $p=4/3$, the expectation value gives one third of the force. The local and nonlocal energies are expectation values of fixed operators, and for them the two prescriptions coincide; $E_{xc}$ is not $\int n\,v_{xc}$. Using $v_{xc}[n]$ in place of $v_{xc}[n_t]$ changes the potential by $e''n_c$ at leading order in $n_c/n$, and so changes the force at second order in the core charge; where $n_c$ is comparable with $n$ this expansion gives no assurance that the change is small.

For a GGA, $e_{xc}(n_t,\sigma)$ with $\sigma=|\nabla n_t|^2$ and the gradient taken spectrally, $(\mathbf Df)_j=\sum_{\mathbf G}i\mathbf Gf(\mathbf G)e^{i\mathbf G\cdot\mathbf r_j}$. Since $\delta\sigma=2\,\mathbf Dn_t\cdot\mathbf D\delta n_t$,

$$\delta E_{xc}=\frac\Omega N\sum_j\left[\frac{\partial e}{\partial n}\,\delta n_t+2\frac{\partial e}{\partial\sigma}\,\mathbf Dn_t\cdot\mathbf D\delta n_t\right]_j .$$

On a grid with odd $N_i$ the set of $\mathbf G$ is closed under $\mathbf G\to-\mathbf G$, so $\mathbf D$ maps real fields to real fields. Then $\sum_ja_j(D_xb)_j=N\sum a^*iG_xb$ and $\sum_j(D_xa)_jb_j=N\sum(iG_xa)^*b$ are negatives of each other, which is exact summation by parts. The force formula is unchanged, with

$$v_{xc}=\frac{\partial e}{\partial n}-\mathbf D\cdot\left(2\frac{\partial e}{\partial\sigma}\,\mathbf Dn_t\right).$$

On an even grid the summation by parts holds for arbitrary fields only if the unpaired Nyquist components are dropped from $\mathbf D$. The force does not depend on this choice when $N_i\ge2m_i^{\max}+2$: $n_t$ and $\delta n_t$ then have no Nyquist components, and the choice affects only the Nyquist components of $v_{xc}$, which lie outside the density sphere and enter neither $H_{\mathbf k}$ nor $\mathbf F_I^{\rm core}$.

## The ion-ion term

Split $1/r={\rm erfc}(\eta r)/r+{\rm erf}(\eta r)/r$. The transform of the smooth part follows from Poisson's equation. With $\phi={\rm erf}(r/\sqrt2a)/r$, $\nabla^2\phi=r^{-1}(r\phi)''$, and $(r\phi)'=\sqrt{2/\pi}\,a^{-1}e^{-r^2/2a^2}$, so $\nabla^2\phi=-\sqrt{2/\pi}\,a^{-3}e^{-r^2/2a^2}=-4\pi(2\pi a^2)^{-3/2}e^{-r^2/2a^2}$. The normalized Gaussian has transform $e^{-G^2a^2/2}$, hence $\tilde\phi=4\pi e^{-G^2a^2/2}/G^2$. Setting $a^2=1/2\eta^2$ and $S(\mathbf G)=\sum_JZ_Je^{-i\mathbf G\cdot\mathbf R_J}$,

$$E_{\rm Ew}=\frac12{\sum_{IJ\mathbf T}}'Z_IZ_J\frac{{\rm erfc}(\eta d)}{d}+\frac{2\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}|S|^2-\frac\eta{\sqrt\pi}\sum_IZ_I^2-\frac{\pi N_e^2}{2\Omega\eta^2},$$

with $\mathbf d=\mathbf R_I-\mathbf R_J+\mathbf T$ and the prime excluding $d=0$. The third term removes the self-interaction, half of $Z_I^2\,{\rm erf}(\eta r)/r\to2\eta Z_I^2/\sqrt\pi$. The fourth removes the $\mathbf G=0$ part contained in the erfc sum, $\tfrac12(N_e^2/\Omega)\lim4\pi(1-e^{-G^2/4\eta^2})/G^2$, since the whole $\mathbf G=0$ ion-ion term was used in the cancellation above. Both are constants.

For the reciprocal part, $\partial|S|^2/\partial\mathbf R_I=2\,{\rm Re}[-i\mathbf GZ_IS^*e^{-i\mathbf G\cdot\mathbf R_I}]=-2Z_I\mathbf G\,{\rm Im}[Se^{i\mathbf G\cdot\mathbf R_I}]$, by ${\rm Re}[-iz]={\rm Im}\,z=-{\rm Im}\,z^*$. In the direct part atom $I$ appears once as first and once as second partner, which cancels the $\tfrac12$, and distances to its own images do not change. With $-\frac{d}{dr}[{\rm erfc}(\eta r)/r]={\rm erfc}(\eta r)/r^2+(2\eta/\sqrt\pi)e^{-\eta^2r^2}/r$,

$$\mathbf F_I^{\rm Ew}=\frac{4\pi Z_I}\Omega\sum_{\mathbf G\ne0}\mathbf G\,\frac{e^{-G^2/4\eta^2}}{G^2}{\rm Im}\!\left[Se^{i\mathbf G\cdot\mathbf R_I}\right]+Z_I\!\!\sum_{J\ne I,\mathbf T}\!\!Z_J\left[\frac{{\rm erfc}(\eta d)}{d^3}+\frac{2\eta\,e^{-\eta^2d^2}}{\sqrt\pi\,d^2}\right]\mathbf d .$$

Limit: for $\eta d\ll1$ the bracket of a close pair tends to $1/d^3$, the bare Coulomb repulsion. In the reciprocal part the $J=I$ term of $Se^{i\mathbf G\cdot\mathbf R_I}$ is real and drops out, so an ion exerts no force on itself. The total force is $\mathbf F_I=\mathbf F_I^{\rm loc}+\mathbf F_I^{\rm NL}+\mathbf F_I^{\rm core}+\mathbf F_I^{\rm Ew}$.

## Limit on the assembled force: a rigid translation

Move all atoms by $\mathbf t$ and carry the orbitals along, $c(\mathbf G)\to c(\mathbf G)e^{-i\mathbf q\cdot\mathbf t}$. This stays inside the truncated basis and preserves orthonormality. The moduli $|c|$ are unchanged, so $T$ is. Both $n(\mathbf G)$ and $n_c(\mathbf G)$ gain $e^{-i\mathbf G\cdot\mathbf t}$, which cancels in $|n|^2$ and against the structure factor in $E_{\rm loc}$. In $b$ the phase $e^{+i\mathbf q\cdot\mathbf t}$ of $P^*$ cancels that of $c$, and $E_{\rm Ew}$ depends on differences of positions. Only the grid sum $E_{xc}$ can change, at the rate $\Omega\sum v_{xc}^*(-i\mathbf G)n_t$. On the other hand the orbital change costs nothing at first order, by stationarity, so the rate is also $-\sum_I\mathbf F_I$. Equating the two and pairing $\pm\mathbf G$,

$$\sum_I\mathbf F_I=\Omega\sum_{\mathbf G}\mathbf G\,{\rm Im}\!\left[v_{xc}(\mathbf G)\,n_t^*(\mathbf G)\right]=\frac\Omega N\sum_jv_{xc}(\mathbf r_j)\nabla n_t(\mathbf r_j).$$

In the LDA the summand is $\nabla[e_{xc}(n_t(\mathbf r))]$ at the grid points. An exact integral of a gradient over the cell vanishes. A grid average $N^{-1}\sum_je^{i\mathbf G\cdot\mathbf r_j}$ equals one when every $m_i$ is a multiple of $N_i$ and zero otherwise, so the net force is $\Omega\sum_{\mathbf K}i\mathbf K\,e_{xc}(\mathbf K)$ over those vectors $\mathbf K$, with $e_{xc}(\mathbf K)$ the exact Fourier components of the energy density. The density has no such components, but a nonlinear function of it does. A finer grid pushes $\mathbf K$ outward, and for a smooth, strictly positive $n_t$ the components fall rapidly. The net force is a true gradient of the discretized energy, not an error of the force formula. The rule ties together the signs of the local, nonlocal and core terms, none of which is required to sum to zero alone; in the model below none does.

## Incomplete self-consistency

Let the Hamiltonian be built from $n_{\rm in}=n^*+\lambda\delta$, with $n^*$ the self-consistent density, and let energy and force be evaluated with the resulting orbitals and their density. The potential is off by $O(\lambda)$, and with a gap first-order perturbation theory gives orthonormal orbitals off by $O(\lambda)$. The energy is stationary under such changes, so its error is $O(\lambda^2)$, positive at a minimum. The explicit derivative $\partial E/\partial\mathbf R|_c$ is a different function of $c$, not stationary, and its error is $O(\lambda)$. In the one-variable model, $x=x^*+\lambda$ raises the energy by $\tfrac12(a+b)\lambda^2$ and shifts the explicit derivative $b(R-x)$ by $-b\lambda$.

## Two model atoms in a triclinic cell

The cell has $\mathbf a_1=(6.0,0,0)$, $\mathbf a_2=(0.5,6.5,0)$, $\mathbf a_3=(0.3,-0.4,7.0)$ bohr and $\Omega=273$ bohr$^3$. Atom A is at $(1.0,1.2,0.9)$ and atom B at $(3.0,2.4,2.1)$ bohr, 2.623 bohr apart. Both have $Z=2$ and

$$V=-\frac Zr\,{\rm erf}\!\left(\frac r{\sqrt2r_{\rm loc}}\right)+Ce^{-r^2/2r_{\rm loc}^2},\qquad p_l=A_l\,r^le^{-r^2/2r_l^2},\qquad n_c^I=\frac{Q\,e^{-r^2/2s^2}}{(2\pi s^2)^{3/2}} .$$

The parameters are round model values, lengths in bohr and energies in Ha. For A: $r_{\rm loc}=0.6$, $C=-2.5$, s channel $r_0=0.5$, $E_0=0.3$, p channel $r_1=0.6$, $E_1=-0.4$, core $Q=0.8$, $s=0.7$. For B: $r_{\rm loc}=0.7$, $C=-2.0$, $r_0=0.6$, $E_0=-0.4$, $r_1=0.5$, $E_1=0.5$, $Q=0.5$, $s=0.8$.

The form factors follow from $\int e^{-r^2/2a^2}e^{-i\mathbf q\cdot\mathbf r}d^3r=(2\pi)^{3/2}a^3e^{-q^2a^2/2}$ and from the transform of the error-function potential found above:

$$v(G)=e^{-G^2r_{\rm loc}^2/2}\left[-\frac{4\pi Z}{G^2}+(2\pi)^{3/2}Cr_{\rm loc}^3\right],\qquad\rho(G)=Qe^{-G^2s^2/2}.$$

Adding $4\pi Z/G^2$ and letting $G\to0$ gives $\alpha=2\pi Zr_{\rm loc}^2+(2\pi)^{3/2}Cr_{\rm loc}^3$, which is $4.524-8.505=-3.981$ Ha bohr$^3$ for A and $-4.647$ for B. Normalization gives $A_l^2=2/[r_l^{2l+3}\Gamma(l+\tfrac32)]$, from $\int r^{2l+2}e^{-r^2/r_l^2}dr=\tfrac12r_l^{2l+3}\Gamma(l+\tfrac32)$. For the p projector a factor $x$ under the Fourier integral is $i\partial/\partial q_x$, which turns the Gaussian transform into $-iq_x(2\pi)^{3/2}r_1^5e^{-q^2r_1^2/2}$. Comparing with $4\pi(-i)^lY_{lm}F_l$ and using $(2\pi)^{3/2}/4\pi=\sqrt{\pi/2}$ gives $F_l=A_l\sqrt{\pi/2}\,r_l^{2l+3}q^le^{-q^2r_l^2/2}$ for $l=0,1$, and reproduces the phase $-i$ of the Rayleigh expansion by a separate route.

Exchange-correlation is Slater exchange with VWN5 correlation, and $E_{\rm cut}=6$ Ha. The k-points are $\Gamma$ and $(\tfrac14,\tfrac14,\tfrac14)$ in reciprocal-lattice units, each with weight $\tfrac12$ and 191 plane waves; the second also stands for $-\mathbf k$, whose orbitals are complex conjugates with the same density and $|b|^2$. The grid rule gives $13\times15\times15$. The Kohn-Sham matrix is diagonalized densely and the density is converged by Anderson mixing. Two bands are occupied, the gap from the highest occupied to the lowest empty eigenvalue over both k-points is 0.46 Ha, and the smallest $n_t$ on the grid is $2.5\times10^{-5}$ bohr$^{-3}$, so the conditions of a gap and a positive density are met. The energy is $3.0841$ (kinetic) $+1.6122$ (Hartree) $-2.2906$ (xc) $-6.2431$ (local) $-0.2964$ (nonlocal) $-1.7374$ (Ewald) $=-5.8712$ Ha. The digits here and below refer to this discretized model, whose gradient is the question; they are not converged in cutoff or k-points.

One pair of reciprocal vectors can be followed by hand. For $\mathbf G_1=(1.04720,-0.08055,-0.04948)$ bohr$^{-1}$, $G_1^2=1.1056$ bohr$^{-2}$ and $\mathbf G_1\cdot\mathbf R_A=0.9060$, with sine 0.7870 and cosine 0.6169. The form factors are $v_A=e^{-0.1990}[-22.733-8.505]=-25.601$ Ha bohr$^3$ and $\rho_A=0.8\,e^{-0.2709}=0.6102$. The self-consistent density has $n(\mathbf G_1)=-0.001869-0.005769\,i$ bohr$^{-3}$, so

$${\rm Im}[e^{i\mathbf G_1\cdot\mathbf R_A}n]=0.7870(-0.001869)+0.6169(-0.005769)=-0.005030,$$

and the pair $\pm\mathbf G_1$ adds $2(1.0472)(-25.601)(-0.005030)=0.2697$ Ha/bohr to the local $x$ force on A. With $v_{xc}(\mathbf G_1)=0.005774+0.029505\,i$ Ha the imaginary part is $0.7870(0.005774)+0.6169(0.029505)=0.02275$ Ha, and the pair adds $2(1.0472)(0.6102)(0.02275)=0.0291$ Ha/bohr to the core force. The local pair is close to the full local sum, 0.2635, while the core pair is more than twice the full core sum, 0.0129, so the remaining vectors cancel over half of it.

For the s projector of A at the second k-point, the two bands have $|b|^2=0.0586$ and $0.4506$, and ${\rm Re}[b^*\partial b/\partial x]=0.027369$ and $-0.032024$ bohr$^{-1}$. Their contribution is $-2(0.5)(2)(0.3)(0.027369-0.032024)=0.00279$ Ha/bohr, a small remainder of two opposing terms; $\Gamma$ supplies the rest of the s-channel total of 0.00718.

The forces on A, in Ha/bohr, are:

| term | $x$ | $y$ | $z$ |
|---|---|---|---|
| local | 0.26354 | 0.20291 | 0.22294 |
| nonlocal s | 0.00718 | 0.00621 | 0.00655 |
| nonlocal p | 0.04355 | 0.02803 | 0.02841 |
| core | 0.01291 | 0.00742 | 0.00725 |
| Ewald | −0.28511 | −0.22898 | −0.25245 |
| total | 0.04206 | 0.01559 | 0.01270 |

With 1 Ha/bohr $=51.422$ eV/Å the total is $(2.163,0.802,0.653)$ eV/Å. On B the local term is $(-0.31589,-0.24170,-0.26358)$, the s and p terms are $(-0.00962,-0.00274,-0.00186)$ and $(0.01129,0.00820,0.00860)$, the core term is $(-0.01296,-0.00833,-0.00831)$, and the Ewald term is the negative of that on A. The total on B is the negative of that on A to within the net force given below. The Ewald repulsion and the local attraction are each six to twenty times the total on A and largely cancel, which is why the small terms matter: the core term is about 31% of the total in $x$ and more than half of it in $z$. The total force draws the two atoms together but does not lie along $\mathbf R_B-\mathbf R_A=(2.0,1.2,1.2)$; the lattice has no symmetry that would require it to. The core forces point from each atom toward the other's side, which by $\mathbf F^{\rm core}=-\int n_c^I\nabla v_{xc}$ means that $v_{xc}$, averaged over each core, falls in that direction. They do not balance each other: the $y$ components are 0.00742 and $-0.00833$.

Central differences of the self-consistent energy, each coordinate displaced by $\pm2\times10^{-3}$ bohr and the density reconverged, give $(0.042064,0.015592,0.012703)$ Ha/bohr on A. The largest difference from the analytic force over all six components is $4.6\times10^{-8}$ Ha/bohr, and this includes the truncation error of the stencil, of order $h^2E'''/6$. Against the same reference, dropping the core term leaves $1.30\times10^{-2}$ Ha/bohr, its $x$ component on B, and evaluating it with $v_{xc}[n]$ leaves $1.80\times10^{-3}$. The same displaced calculations give the derivative of the relaxed local energy alone, $-dE_{\rm loc}/d\mathbf R_A=(0.642,0.527,0.587)$ Ha/bohr, which exceeds $\mathbf F_A^{\rm loc}$ by 0.378 in $x$; the response parts of the other terms cancel this excess in the sum.

At frozen orbitals, a four-point difference of each of the four position-dependent energies with the same step differs from its force formula by at most $6.1\times10^{-12}$ Ha/bohr, and replacing $\mathbf q$ by $\mathbf G$ in the derivative factor of the nonlocal force changes it only at the level of rounding. In real space, Gauss-Hermite quadrature of $\int\beta\psi$ and $-\int\nabla\beta\,\psi$ about each atom gives the nonlocal force to $1.6\times10^{-14}$ Ha/bohr of the plane-wave sum, and the grid sum of $v_{xc}\nabla n_c^I$ with the untruncated Gaussian core and its nearest images gives the core force to $5.6\times10^{-9}$.

Replacing the functional by PBE at the frozen LDA valence density gives a core force on A of $(0.01093,0.00586,0.00567)$ Ha/bohr. The four-point difference of the PBE grid energy differs from it by $1.8\times10^{-13}$ Ha/bohr at most, and by $3.97\times10^{-3}$ when the divergence term of the potential is omitted.

The net force on the cell is $(-5.77,0.50,-0.52)\times10^{-7}$ Ha/bohr, and the translation formula evaluated from $v_{xc}(\mathbf G)$ and $n_t(\mathbf G)$ gives the same three values at this precision. Repeating the self-consistent calculation with the same basis on a $21\times25\times25$ grid lowers its magnitude from $5.8\times10^{-7}$ to $1.3\times10^{-9}$ Ha/bohr.

For incomplete self-consistency, $\delta$ is taken as the converged density shifted by one grid step along $\mathbf a_1$, minus itself, and the Hamiltonian is diagonalized once. For $\lambda=0.02$ and $0.01$ the energy lies above the converged value by $1.295\times10^{-5}$ and $3.235\times10^{-6}$ Ha, a ratio of 4.00. The force error, measured as the Euclidean norm over all six components of the difference from the converged force, is $8.06\times10^{-3}$ and $4.03\times10^{-3}$ Ha/bohr, a ratio of 2.00. For this perturbation an energy within $1.3\times10^{-5}$ Ha of convergence goes with a force error of about a third of the six-component norm of the core force, 0.024 Ha/bohr. Because the energy error is quadratic and the force error linear in $\lambda$, halving the force error needs an energy tolerance four times tighter, whereas the density residual scales linearly, like the force error.
